# Zeeman parameters and anisotropic resonance fields of a cubic Γ8 quartet

Consider a magnetic ion at a site of symmetry $O$, $T_d$ or $O_h$, with an isolated fourfold level of type $\Gamma_8$. The axes $x,y,z$ lie along the cube edges, the field is $\mathbf B=B\mathbf n$ with $|\mathbf n|=1$, $\mu_B$ is the positive Bohr magneton, and only terms linear in $B$ are kept. Fields are given in tesla and energies as frequencies in gigahertz, the natural units of magnetic resonance.

The four states are labelled by a pseudospin $S=3/2$, with projections $\mu=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ in this order. The labels are chosen so that cubic rotations act on the quartet as they act on a true spin 3/2. The Zeeman operator is written

$$H=\mu_B\sum_i B_iV_i ,\qquad i=x,y,z,$$

where the $V_i$ are dimensionless Hermitian $4\times4$ matrices. Turning the field and the ion together cannot change the energy. For every cubic rotation $R$, represented by $U$ on the quartet, this requires

$$UV_jU^\dagger=\sum_iR_{ij}V_i .$$

The $V_i$ must therefore transform as an axial vector, the representation $\Gamma_4$. An axial vector is unchanged by inversion, so an improper operation acts on it as its proper part does. In $O_h$ the improper operations therefore add nothing. In $T_d$ they are essential: its proper rotations form only the group $T$, and the proper parts of its improper operations supply the remaining rotations of $O$, including the quarter turns. For $T_d$, "cubic rotation" is to be read in this sense.

The number of free parameters is the number of times $\Gamma_4$ occurs among the 16 operators on the quartet. These form spherical tensors of rank 0, 1, 2 and 3. In the cubic group, rank 0 is $\Gamma_1$, rank 1 is $\Gamma_4$, and rank 2 is $\Gamma_3+\Gamma_5$. Rank 3 splits like the cubic polynomials $xyz$, $x(5x^2-3r^2)$ and $x(y^2-z^2)$ with their partners, which gives $\Gamma_2+\Gamma_4+\Gamma_5$. Thus $\Gamma_4$ occurs twice. Two independent vectors of this type are $S_i$ and $S_i^3$: a cubic rotation permutes the $S_i$ up to signs, and so permutes their cubes with the same signs. Hence

$$V_i=gS_i+fS_i^3 ,$$

with two real parameters. Both operators are odd under time reversal, as a magnetic moment must be. The pure rank-3 part of the cube is $S_i^3-\tfrac{41}{20}S_i$, the coefficient being $\mathrm{Tr}\,S_z^4/\mathrm{Tr}\,S_z^2=(41/4)/5$. In the smaller groups $T$ and $T_h$, $\Gamma_4$ and $\Gamma_5$ are no longer distinct, the rank-3 $\Gamma_5$ triple is also allowed, and there are three parameters.

The moment along a cube edge is diagonal,

$$V_z=\mathrm{diag}(P,Q,-Q,-P),\qquad P=\tfrac32g+\tfrac{27}8f,\qquad Q=\tfrac12g+\tfrac18f .$$

Subtracting gives $P-3Q=3f$, and then $g=2Q-f/4$, so that

$$f=\frac{P-3Q}3,\qquad g=\frac{27Q-P}{12}.$$

The matrix $S_x$ has elements $\sqrt3/2,\,1,\,\sqrt3/2$ between neighbouring states. Adding the three-step paths gives the elements of $S_x^3$: $(\sqrt3/2)^3+\sqrt3/2=7\sqrt3/8$ for $\tfrac32\leftrightarrow\tfrac12$, $1+\tfrac34+\tfrac34=\tfrac52$ for $\tfrac12\leftrightarrow-\tfrac12$, and $\tfrac34$ for $\tfrac32\leftrightarrow-\tfrac32$. With $P+Q=2g+\tfrac72f$ and $3P-Q=4g+10f$, the corresponding elements of $V_x$ are

$$\alpha=\frac{\sqrt3}4(P+Q),\qquad \beta=\frac{3P-Q}4,\qquad \gamma=\frac{P-3Q}4 .$$

The element for $-\tfrac12\leftrightarrow-\tfrac32$ is again $\alpha$. A quarter turn about $z$ takes $V_x$ into $V_y$ and multiplies the element $(\mu,\mu')$ by $e^{-i\pi(\mu-\mu')/2}$. Above the diagonal, $V_y$ therefore has $-i\alpha$, $-i\beta$, $-i\alpha$ next to the diagonal and $+i\gamma$ in the corner.

The levels are $\mu_BB$ times the eigenvalues of $M=\sum_in_iV_i$. It is easier to find those of

$$M^2=\sum_in_i^2V_i^2+\sum_{i<j}n_in_j\{V_i,V_j\},$$

where braces denote the anticommutator. For the squares, $V_z^2=\mathrm{diag}(P^2,Q^2,Q^2,P^2)$ and $S_z^2-\tfrac54=\mathrm{diag}(1,-1,-1,1)$. With cubic symmetry this gives

$$V_i^2=\frac{P^2+Q^2}2+\frac{P^2-Q^2}2\,\tau_i,\qquad \tau_i=S_i^2-\tfrac54 .$$

For the mixed products, take $\{V_x,V_y\}$. Its diagonal vanishes, because $V_x$ is real and symmetric while $V_y$ is imaginary and antisymmetric. Both matrices change $\mu$ by odd amounts, so only elements with $\Delta\mu=\pm2$ remain. The element $(\tfrac32,-\tfrac12)$ is

$$\alpha(-i\beta)+\gamma(i\alpha)+(-i\alpha)\beta+(i\gamma)\alpha=-2i\alpha(\beta-\gamma)=-i\frac{\sqrt3}4(P+Q)^2,$$

since $\beta-\gamma=(P+Q)/2$. The element $(\tfrac12,-\tfrac32)$ has the same value. For a pure spin, $P+Q=2$ and both elements are $-i\sqrt3$. Therefore, again using cubic symmetry for the other pairs,

$$\{V_i,V_j\}=\frac{(P+Q)^2}4\{S_i,S_j\},\qquad i\ne j.$$

Only rank-2 operators and a constant have appeared. The five rank-2 operators have a simple algebra, seen by writing the four states as two two-valued indices in the order $(0,0),(0,1),(1,0),(1,1)$. With Pauli matrices $\sigma$ on each index,

$$\tau_z=\sigma_z\otimes\sigma_z,\qquad \eta\equiv\frac{S_x^2-S_y^2}{\sqrt3}=\sigma_x\otimes1,\qquad \frac{\{S_x,S_y\}}{\sqrt3}=\sigma_y\otimes1,$$

$$\frac{\{S_z,S_x\}}{\sqrt3}=\sigma_z\otimes\sigma_x,\qquad \frac{\{S_y,S_z\}}{\sqrt3}=\sigma_z\otimes\sigma_y .$$

Each squares to one and any two anticommute. The square of a real combination of them is thus the sum of the squared coefficients, a number. To use this, express $\tau_x$ and $\tau_y$ through $\tau_z$ and $\eta$. Since $\tau_x+\tau_y+\tau_z=0$ and $\tau_x-\tau_y=\sqrt3\,\eta$,

$$\sum_in_i^2\tau_i=\Big(n_z^2-\frac{n_x^2+n_y^2}2\Big)\tau_z+\frac{\sqrt3}2(n_x^2-n_y^2)\,\eta .$$

Define the cubic invariant $q=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. The two squared coefficients add up to $n_x^4+n_y^4+n_z^4-q=(1-2q)-q=1-3q$. The other three operators enter $M^2$ with coefficients $\tfrac{\sqrt3}4(P+Q)^2n_in_j$, whose squares add up to $\tfrac3{16}(P+Q)^4q$. Hence

$$\Big(M^2-\frac{P^2+Q^2}2\Big)^2=\frac{(P^2-Q^2)^2}4(1-3q)+\frac3{16}(P+Q)^4q .$$

Take out the factor $(P+Q)^2/4$. What remains is

$$\mathcal R=(P-Q)^2+\tfrac34q\big[(P+Q)^2-4(P-Q)^2\big]=(P-Q)^2+\tfrac34q(3Q-P)(3P-Q).$$

The operator $M^2-(P^2+Q^2)/2$ is traceless and has a number as its square, so it has two opposite eigenvalues, each twice. Time reversal changes the sign of $M$ and keeps $M^2$, so each value of $\lambda^2$ belongs to one pair $\pm\lambda$. The levels are $\pm\mu_BB\lambda_+$ and $\pm\mu_BB\lambda_-$, with

$$\boxed{\lambda_\pm^2=\frac{P^2+Q^2}2\pm\frac{|P+Q|}2\sqrt{(P-Q)^2+\tfrac34q(3Q-P)(3P-Q)}}$$

In terms of the original parameters this reads

$$\lambda_\pm^2=\tfrac54g^2+\tfrac{41}8gf+\tfrac{365}{64}f^2\pm\Big|g+\tfrac74f\Big|\sqrt{\Big(g+\tfrac{13}4f\Big)^2-\tfrac92q\,f(2g+5f)} .$$

All splittings are proportional to $B$, so at fixed frequency $\nu$ each resonance field follows without iteration:

$$B=\frac{h\nu}{\mu_BG},\qquad G\in\{2\lambda_+,\;2\lambda_-,\;\lambda_+-\lambda_-,\;\lambda_++\lambda_-\}.$$

The six transitions give at most four distinct lines, because the difference and the sum each belong to two coincident transitions. Further coincidences are possible: for $f=0$, $2\lambda_-$ equals $\lambda_+-\lambda_-$. A line with $G=0$ has no finite resonance field. The mixed lines can also be found without computing each level separately. Multiplying the two values of $\lambda^2$ gives

$$\lambda_+^2\lambda_-^2=P^2Q^2-\tfrac3{16}q(P+Q)^2(3Q-P)(3P-Q),$$

$$(\lambda_+\pm\lambda_-)^2=P^2+Q^2\pm2\lambda_+\lambda_- .$$

The direction enters through $q$ alone, which runs from 0 along [001] through $\tfrac14$ along [110] to $\tfrac13$ along [111]. Since $\mathcal R$ is linear in $q$, the quantities $\lambda_+$, $\lambda_-$ and $\lambda_+\lambda_-$ are all monotonic in $q$. So are the four values of $G$, and every line has its extreme fields along [001] and [111]. Along [001] the levels are $\pm P,\pm Q$. Along [111], $\mathcal R=(P+Q)^2/4$ and

$$\lambda_+^2=\frac{3P^2+2PQ+3Q^2}4,\qquad \lambda_-^2=\frac{(P-Q)^2}4 .$$

Measured splittings along these two axes thus give the two magnitudes $|P|$ and $|Q|$ and the relative sign of $P$ and $Q$. They do not tell which magnitude belongs to $P$, because the formula is symmetric in $P$ and $Q$.

For a small cubic term, $|f|\ll g$, expansion to first order in $f$ gives

$$\lambda_+\simeq\tfrac32g+\Big(\tfrac{27}8-\tfrac32q\Big)f,\qquad \lambda_-\simeq\tfrac12g+\Big(\tfrac18+\tfrac92q\Big)f .$$

In this regime the inner pair is three times as sensitive to direction as the outer pair, and moves the opposite way.

The spectrum is isotropic if and only if $(P+Q)(3Q-P)(3P-Q)=0$, which means $f=0$, $2g+5f=0$ or $4g+7f=0$. A linear term alone always gives an isotropic spectrum, so any observed anisotropy of an isolated quartet in this regime requires $f\neq0$. This is the sense in which two parameters are needed; a particular quartet may still happen to have $f=0$.

The case $2g+5f=0$ looks like an accident, but it is a relabelling of $f=0$. The symmetrized product of $S_x$, $S_y$ and $S_z$ is proportional to $D=\sigma_y\otimes\sigma_z$, with $D^2=1$. Like $xyz$, it goes into plus or minus itself under cubic rotations, so the matrices $DV_iD$ obey the same transformation law as $V_i$ and have the same form with new parameters. $D$ exchanges $\tfrac32$ with $-\tfrac12$ and $\tfrac12$ with $-\tfrac32$. Hence $DV_zD=\mathrm{diag}(-Q,-P,P,Q)$, or

$$(P,Q)\to(-Q,-P),\qquad f\to\tfrac13(4g+10f).$$

Both sets describe the same quartet, and the formula for $\lambda_\pm$ is unchanged. In the new labels a quarter turn about a cube edge acts as on a spin 3/2 but with an extra minus sign, which drops out of $UV_jU^\dagger$. Quoted values of $g$ and $f$ therefore have meaning only together with the labelling of the states.

For a worked case take the $4f^1$ configuration with $J=5/2$, $L=3$ and spin $\tfrac12$. With the spin factor set to 2, the Landé factor is

$$g_J=1+\frac{35/4+3/4-12}{2\cdot35/4}=\frac67 .$$

Within this multiplet a cubic field acts, apart from a constant, as a multiple of $J_x^4+J_y^4+J_z^4$, because operators of rank 6 vanish for $J=5/2$. The diagonal elements of this sum are $\tfrac{755}{16},\tfrac{563}{16},\tfrac{803}{16}$ for $|m|=\tfrac52,\tfrac32,\tfrac12$. Its only other elements connect $m$ with $m\pm4$ and equal $\tfrac18\sqrt{8\cdot9\cdot8\cdot5}=3\sqrt5$. Subtracting the mean $\tfrac{707}{16}$ and dividing by 3 leaves the value 2 for $m=\pm\tfrac12$, and for the pair $m=-\tfrac52,\tfrac32$ the matrix

$$\begin{pmatrix}1&\sqrt5\\ \sqrt5&-3\end{pmatrix},$$

with eigenvalues 2 and $-4$. The value 2 occurs four times and is the $\Gamma_8$ quartet; $-4$ is a $\Gamma_7$ doublet. The eigenvector for 2 has weights $\tfrac56$ on $m=-\tfrac52$ and $\tfrac16$ on $m=\tfrac32$.

A quarter turn about $z$ gives a state the phase $e^{-i\pi m/2}$, which depends on $m$ modulo 4. The pseudospin state $\tfrac32$ therefore contains $m=\tfrac32$ and $-\tfrac52$, while the state $\tfrac12$ is $m=\tfrac12$. This fixes the relative sign:

$$P=g_J\Big[\tfrac56\big(-\tfrac52\big)+\tfrac16\cdot\tfrac32\Big]=-\tfrac{11}6g_J=-1.5714,\qquad Q=\tfrac12g_J=0.4286 .$$

It follows that $g=1.0952$ and $f=-0.9524$, so the cubic term is not a small correction here. The constants in the formula are $(P^2+Q^2)/2=1.3265$, $|P+Q|/2=0.5714$ and $\mathcal R=4-11.020\,q$. Along [110], $\mathcal R=1.2449$, and

$$\lambda_\pm^2=1.3265\pm0.5714\times1.1158,\qquad \lambda_+=1.4015,\quad\lambda_-=0.8300 .$$

At $\nu=9.5$ GHz, with $\mu_B/h=13.996$ GHz/T, the field is $B=0.6788\ \mathrm T/G$. The results in tesla are:

| $G$ | [001] | [110] | [111] |
|---|---|---|---|
| $2\lambda_+$ | 0.2160 | 0.2422 | 0.2640 |
| $2\lambda_-$ | 0.7919 | 0.4089 | 0.3394 |
| $\lambda_+-\lambda_-$ | 0.5939 | 1.1878 | 2.3756 |
| $\lambda_++\lambda_-$ | 0.3394 | 0.3042 | 0.2970 |

The difference line moves by a factor of four, since $G$ falls from 1.143 to 0.286 as the two positive levels approach each other.

Not every line is visible in every direction. Let the oscillating field be perpendicular to $\mathbf B$, and measure the strength by the squared transverse moment, averaged over the two polarizations and summed over coincident transitions. Along [001] the elements of $V_x$ give $\gamma^2=0.510$ for the outer line $2\lambda_+$ and $\beta^2=1.653$ for the inner line $2\lambda_-$. In the labelling used here, the outer line joins $\mu=\pm\tfrac32$ and, as $\gamma=3f/4$, owes its strength to the cubic term. Because $P$ and $Q$ have opposite signs, $\tfrac32\leftrightarrow\tfrac12$ is the sum line, with strength $2\alpha^2=0.490$. The difference line would need $\Delta\mu=2$ and is forbidden.

Along [110] it is instead the sum line whose computed strength vanishes. Both cases follow from the twofold axis along the field. Its eigenvalues on the quartet are $\pm i$, and a transverse moment, odd under the rotation, connects only opposite eigenvalues. Time reversal takes $\lambda$ to $-\lambda$ and $i$ to $-i$. The state at $\lambda_+$ thus shares its eigenvalue with one of the states at $\pm\lambda_-$, and either the difference or the sum line must vanish. In a general direction no such rule holds: along [124] the difference line has strength 0.388.

Along [111] the line $2\lambda_+$ vanishes. With $m$ now counted along this axis, a threefold rotation has eigenvalue $-1$ on two quartet states, those built from $\mu=\pm\tfrac32$. The $J=5/2$ multiplet has just two such states, $m=\pm\tfrac32$, so both lie in the quartet. They give $\lambda=\tfrac32g_J=1.286$, which is $\lambda_+$. A transverse moment changes $m$ by one and cannot join them.

The isolated-quartet formula fails when the field mixes in other levels. Place the $\Gamma_7$ doublet at a chosen gap $\Delta=6000$ GHz above the quartet. In second order, a quartet state $k$ is lowered by

$$s_k=\frac{(g_J\mu_BB)^2}{\Delta}\sum_{r\in\Gamma_7}|\langle r|\mathbf n\cdot\mathbf J|k\rangle|^2 ,$$

with $\Delta$ here taken as an energy. Time-reversed partners have equal $s_k$. The lines $2\lambda_\pm$ are therefore unshifted in this order, while the two transitions of a mixed line shift oppositely and separate in proportion to the difference between the $s_k$ of the $\lambda_+$ and $\lambda_-$ pairs. In the worked case this difference has opposite signs along [110] and [111] and vanishes in between, for example along $(1,1,0.197)$, where $q\approx0.259$ and the mixed lines do not separate in this order.

The difference line along [111] shows the effect most strongly among the tabulated lines. The $\lambda_+$ states are pure $m=\pm\tfrac32$ and have $s=0$. The upper $\lambda_-$ state mixes $m=\tfrac52$, with weight $w$, and $m=-\tfrac12$. Its moment fixes $3w-\tfrac12=\lambda_-/g_J=\tfrac76$, so $w=\tfrac59$. The squared coupling to the doublet is $9w(1-w)=\tfrac{20}9$. At 2.376 T, $g_J\mu_BB/h=28.5$ GHz, hence

$$\frac sh=\frac{20}9\cdot\frac{28.5^2}{6000}\ \mathrm{GHz}\simeq0.30\ \mathrm{GHz},\qquad |\delta B|\simeq\frac{0.30}{13.996\times0.2857}\ \mathrm T\simeq0.075\ \mathrm T .$$

Diagonalizing all six levels gives fields of 2.305 and 2.456 T, a separation of 0.151 T that agrees with $2|\delta B|$. When the gap is made four times larger the separation falls by a factor of 4.02, close to the leading-order value of 4. The $2\lambda_\pm$ fields of the six-level model agree with the closed form to better than one part in $10^4$ in all three directions.

The formula was also tested on three quartets of a $J=15/2$ multiplet in a cubic field containing ranks 4 and 6. Their ratios $P/Q$ are 1.45, 1.50 and $-0.14$, so symmetry fixes the form of $V_i$ but not the ratio of its parameters. For each quartet the levels of the projected moment agreed with the closed form in 40 random directions. The numerical output lists the values of $P/g_J$ and $Q/g_J$.

Strain, a static Jahn–Teller distortion or any other lowering of the site symmetry below cubic adds rank-2 terms that split the quartet at zero field. The levels are then no longer proportional to $B$, and in general the simple inversion from $G$ to the resonance field is lost. An exception is a tetragonal distortion along $z$ with the field along the same axis: the strain term and $V_z$ are both diagonal, so the splitting within each doublet stays proportional to $B$. The same holds for a trigonal distortion with the field along its [111] axis, where the strain term commutes with $M$. Hyperfine coupling, covalency, vibronic coupling and mixing with other $J$ multiplets are also absent from the worked case, so its fields are those of the stated model and not predictions for a particular crystal. Mixing with $J=7/2$ keeps the form of $V_i$ but changes $P$ and $Q$, and its effect can exceed that of the doublet treated above: with a spin-orbit constant of 640 cm$^{-1}$ and a rank-4 cubic field giving the same 6000 GHz gap, the isolated-quartet difference line along [111] moves from 2.376 to about 2.55 T, and the line $2\lambda_-$ along [001] from 0.792 to about 0.76 T.

## Numbers as computed

```
Vector operators allowed in O (count): 2
Time-odd vector operators in T (count): 3
J=15/2 quartet 1, P/gJ and Q/gJ (no unit): 4.3231 2.9910
J=15/2 quartet 2, P/gJ and Q/gJ (no unit): -4.0178 -2.6816
J=15/2 quartet 3, P/gJ and Q/gJ (no unit): 0.5281 -3.8095
J=5/2 Lande factor (no unit): 0.857143
J=5/2 P/gJ and Q/gJ (no unit): -1.833333 0.500000
J=5/2 P and Q (no unit): -1.571429 0.428571
J=5/2 g and f (no unit): 1.095238 -0.952381
Bohr magneton over h (GHz/T): 13.996245
Frequency (GHz): 9.5
Gamma7-Gamma8 gap (GHz): 6000
Strength: mean squared transverse moment (muB^2), pairs summed
[001] q, lam_plus, lam_minus (no unit): 0.0000 1.571429 0.428571
  2*lam_plus: G 3.14286, B 0.21597 T, full 0.21597 T, strength 0.51020
  2*lam_minus: G 0.85714, B 0.79188 T, full 0.79188 T, strength 1.65306
  difference: G 1.14286, B 0.59391 T, full 0.59274 0.59509 T, strength 0.00000
  sum: G 2.00000, B 0.33938 T, full 0.33916 0.33960 T, strength 0.48980
[110] q, lam_plus, lam_minus (no unit): 0.2500 1.401464 0.830036
  2*lam_plus: G 2.80293, B 0.24216 T, full 0.24216 T, strength 0.58218
  2*lam_minus: G 1.66007, B 0.40887 T, full 0.40887 T, strength 1.21976
  difference: G 0.57143, B 1.18782 T, full 1.18721 1.18841 T, strength 0.85112
  sum: G 2.23150, B 0.30417 T, full 0.30416 0.30418 T, strength 0.00000
[111] q, lam_plus, lam_minus (no unit): 0.3333 1.285714 1.000000
  2*lam_plus: G 2.57143, B 0.26396 T, full 0.26396 T, strength 0.00000
  2*lam_minus: G 2.00000, B 0.33938 T, full 0.33938 T, strength 0.32653
  difference: G 0.28571, B 2.37564 T, full 2.45590 2.30473 T, strength 1.02041
  sum: G 2.28571, B 0.29695 T, full 0.29710 0.29681 T, strength 1.30612
[124] difference-line strength (muB^2): 0.38775
[111] difference-pair splitting, gap 6000 over gap 24000 GHz (ratio): 4.0178
```
